# Sheet resistance from four collinear probes of unknown spacing: test program

```python
# Dual-configuration four-probe equation on a thin infinite sheet:
#     exp(2 pi R_A / Rs) - exp(2 pi R_B / Rs) = 1
# Rs : sheet resistance (ohm per square)
# R_A: (V2 - V3)/I with current in at probe 1 and out at probe 4
# R_B: (V2 - V4)/I with current in at probe 1 and out at probe 3
# Probes 1,2,3,4 lie in this order on one line; their gaps are arbitrary.
# Probe positions are complex numbers x + i y, in mm in the example.
import numpy as np
import sympy as sp
from scipy.optimize import brentq
from scipy.special import k0

CONFIG_A = (0, 3, 1, 2)   # current in, current out, V plus, V minus
CONFIG_B = (0, 2, 1, 3)
CONFIG_C = (1, 0, 2, 3)


def four_terminal(kernel, probes, config):
    """Resistance from kernel(z, w): potential at z per ampere fed in at w."""
    source, sink, plus, minus = [probes[i] for i in config]
    return (kernel(plus, source) - kernel(plus, sink)
            - kernel(minus, source) + kernel(minus, sink))


def solve_sheet(res_a, res_b):
    """Unique root Rs of the dual-configuration equation."""
    res_c = res_a - res_b
    assert res_a > 0 and res_c > 0

    def excess(rs):
        return (np.exp(-2*np.pi*res_a/rs)
                + np.exp(-2*np.pi*res_c/rs) - 1)
    low = 2*np.pi*min(res_a, res_c)/np.log(2)
    high = 2*np.pi*max(res_a, res_c)/np.log(2)
    return brentq(excess, 0.99*low, 1.01*high, xtol=1e-14, rtol=1e-14)


def apparent_sheet(kernel, probes):
    return solve_sheet(four_terminal(kernel, probes, CONFIG_A),
                       four_terminal(kernel, probes, CONFIG_B))


def log_plane(z, w):
    """Infinite sheet with Rs = 1."""
    return -np.log(abs(z - w))/(2*np.pi)


def log_half_plane(z, w):
    """Sheet with Rs = 1 and an insulating edge along y = 0."""
    return log_plane(z, w) + log_plane(z, np.conj(w))


WAFER_RADIUS = 50.0  # mm


def log_disc(z, w):
    """Insulated disc, Rs = 1; for use with zero net current."""
    image = abs(1 - z*np.conj(w)/WAFER_RADIUS**2)
    return log_plane(z, w) - np.log(image)/(2*np.pi)


# --- Distance identity for arbitrary gaps
p, q, r = sp.symbols("p q r", positive=True)
assert sp.expand((p + q)*(q + r) - p*r - q*(p + q + r)) == 0

# --- Kirchhoff's laws on an infinite grid, without the logarithmic formula.
# Bond conductances are gx along the line and gy across it.
nodes, weights = np.polynomial.legendre.leggauss(1200)
wave = 0.5*np.pi*(nodes + 1)
weights = 0.5*np.pi*weights


def grid_kernel(gx, gy):
    one_minus_cos = 2*np.sin(wave/2)**2
    root = (np.sqrt(2*gx)*np.sin(wave/2)
            * np.sqrt(gx*one_minus_cos + 2*gy))

    def kernel(z, w):
        distance = abs(z - w)
        two_point = np.sum(weights*(1 - np.cos(distance*wave))/root)/np.pi
        return -two_point/2
    return kernel


assert abs(-2*grid_kernel(1.0, 1.0)(0, 1) - 0.5) < 1e-10
grid_report = []
for gx, gy in ((1.0, 1.0), (1.0, 0.5)):
    kernel = grid_kernel(gx, gy)
    expected = 1/np.sqrt(gx*gy)
    for base in ((0, 20, 45, 60), (0, 25, 30, 60)):
        errors = []
        for scale in (4, 8):
            sites = scale*np.array(base)
            errors.append(apparent_sheet(kernel, sites)/expected - 1)
        for config in (CONFIG_A, CONFIG_B, CONFIG_C):
            from_grid = four_terminal(kernel, sites, config)
            from_logs = expected*four_terminal(log_plane, sites, config)
            assert abs(from_grid - from_logs) < 1e-4
        assert abs(errors[1]) < 2e-4
        assert abs(errors[0]/errors[1] - 4) < 0.2
        res_b_grid = four_terminal(kernel, sites, CONFIG_B)
        grid_report.append((gx, gy, base, res_b_grid,
                            expected*(1 + errors[1]), expected))
assert grid_report[1][3] < 0   # a negative R_B was really tested

# --- Equal gaps
equal = np.arange(4.0)
equal_a = 2*np.pi*four_terminal(log_plane, equal, CONFIG_A)
equal_b = 2*np.pi*four_terminal(log_plane, equal, CONFIG_B)
assert abs(equal_a - np.log(4)) < 1e-12
assert abs(equal_b - np.log(3)) < 1e-12


# --- Sensitivities, checked against finite changes of the solved root
def sensitivities(res_a, res_b, rs):
    a, b = 2*np.pi*res_a/rs, 2*np.pi*res_b/rs
    s_a = a*np.exp(a)/(a*np.exp(a) - b*np.exp(b))
    return s_a, 1 - s_a


# --- Example: rough typical values for a thin titanium film
thickness_nm = 50.0
resistivity_uohm_cm = 60.0
rs_true = resistivity_uohm_cm*1e-8/(thickness_nm*1e-9)
current = 10e-3
touchdowns = (np.array([0, 1.06, 1.97, 3.05]),
              np.array([0, 0.94, 2.03, 2.95]))
example = []
for probes in touchdowns:
    volts = [current*rs_true*four_terminal(log_plane, probes, c)
             for c in (CONFIG_A, CONFIG_B)]
    mv_a, mv_b = np.round(np.array(volts)*1e3, 3)
    res_a, res_b = mv_a*1e-3/current, mv_b*1e-3/current
    rs_dual = solve_sheet(res_a, res_b)
    rs_single = np.pi*res_a/np.log(2)
    assert abs(rs_dual/rs_true - 1) < 2e-4   # 1 uV rounding
    assert abs(rs_single/rs_true - 1) > 0.05
    s_a, s_b = sensitivities(res_a, res_b, rs_dual)
    step = 1e-5
    slope_a = (solve_sheet(res_a*(1 + step), res_b)
               - solve_sheet(res_a*(1 - step), res_b))/(2*step*rs_dual)
    slope_b = (solve_sheet(res_a, res_b*(1 + step))
               - solve_sheet(res_a, res_b*(1 - step)))/(2*step*rs_dual)
    assert abs(slope_a - s_a) < 1e-5 and abs(slope_b - s_b) < 1e-5
    example.append((probes, mv_a, mv_b, res_a, res_b,
                    rs_dual, rs_single, s_a, s_b))
line = touchdowns[0]

# --- Sideways misalignment: always too low, and of second order
rng = np.random.default_rng(3)
for _ in range(200):
    sideways = rng.uniform(-0.05, 0.05, 4)
    assert apparent_sheet(log_plane, line + 1j*sideways) < 1
zigzag = 0.020*np.array([1, -1, 1, -1])
error_side = apparent_sheet(log_plane, line + 1j*zigzag) - 1
error_half = apparent_sheet(log_plane, line + 0.5j*zigzag) - 1
assert abs(error_side/error_half - 4) < 0.05

# --- Edge parallel to the line: the inverse-square term must cancel
edge_20 = apparent_sheet(log_half_plane, line + 20j) - 1
edge_40 = apparent_sheet(log_half_plane, line + 40j) - 1
assert abs(edge_20/edge_40 - 16) < 0.8

# --- Round wafer: no current through the rim, exact on a diameter
rim = np.exp(0.7j)
dr = 1e-3


def pair_potential(z):
    return log_disc(z, 10 + 20j) - log_disc(z, -15 + 5j)


radial = (pair_potential((WAFER_RADIUS + dr)*rim)
          - pair_potential((WAFER_RADIUS - dr)*rim))/(2*dr)
assert abs(radial) < 1e-9
assert abs(apparent_sheet(log_disc, line + 40) - 1) < 1e-9
chord = line - line.mean() + 40j
error_wafer = apparent_sheet(log_disc, chord) - 1
error_wafer_a = (four_terminal(log_disc, chord, CONFIG_A)
                 / four_terminal(log_plane, chord, CONFIG_A) - 1)
assert abs(error_wafer) < 0.1*abs(error_wafer_a)

# --- Finite thickness: image sum against logarithm plus decaying terms
images = 2.0*np.arange(-20000, 20001)
image_sum = np.sum(1/np.sqrt(1 + images**2) - 1/np.sqrt(4 + images**2))
orders = np.arange(1, 15)
mode_sum = np.log(2) + 2*np.sum(k0(np.pi*orders) - k0(2*np.pi*orders))
assert abs(image_sum - mode_sum) < 1e-7
decay_exponent = np.pi*np.min(np.diff(line))*1e6/thickness_nm


# --- Finite tips as equipotential discs: leading dipole correction, Rs = 1
def tip_shift(positions, radius, config):
    source, sink, plus, minus = config
    feeds = {source: 1.0, sink: -1.0}
    count = len(positions)
    field = [sum(amp/(positions[j] - positions[s])
                 for s, amp in feeds.items() if s != j)/(2*np.pi)
             for j in range(count)]

    def shift(k):
        return sum(radius**2*field[j]/(positions[k] - positions[j])
                   for j in range(count) if j != k)
    return shift(plus) - shift(minus)


# Exact two-disc resistance checks the dipole correction.
test_radius = 0.05
exact_shift = (np.arccosh(1/(2*test_radius)) - np.log(1/test_radius))/np.pi
dipole_shift = tip_shift([0.0, 1.0], test_radius, (0, 1, 0, 1))
assert abs(dipole_shift/exact_shift - 1) < 0.01
tip_radius = 0.025
tip_a = (four_terminal(log_plane, line, CONFIG_A)
         + tip_shift(line, tip_radius, CONFIG_A))
tip_b = (four_terminal(log_plane, line, CONFIG_B)
         + tip_shift(line, tip_radius, CONFIG_B))
error_tip = solve_sheet(tip_a, tip_b) - 1

# --- Voltmeter, temperature, heating and leakage, all rough inputs
_, mv_a, mv_b, _, _, _, _, s_a, s_b = example[0]
error_meter = abs(s_a)*1e-3/mv_a + abs(s_b)*1e-3/mv_b
temp_coeff = 0.002        # 1/K
contact_ohm = 10.0        # each tip
k_si, k_ox = 150.0, 1.4   # W/(m K)
oxide_m = 100e-9
oxide_ohm_m = 1e12
tip_m = tip_radius*1e-3
film_power = (current**2*rs_true/(2*np.pi)
              * np.arccosh((line[3] - line[0])/(2*tip_radius)))
contact_power = current**2*contact_ohm
heating = ((film_power + contact_power)/(4*k_si*tip_m)
           + contact_power*oxide_m/(k_ox*np.pi*tip_m**2)
           + (current/(2*np.pi*tip_m))**2*rs_true*oxide_m/k_ox)
leak_length = np.sqrt(oxide_ohm_m*oxide_m/rs_true)

print("GRID TEST (bond conductances in S, positions in grid steps x 8)")
for gx, gy, base, rb, found, expected in grid_report:
    print(f"gx={gx}, gy={gy}, sites {base}: R_B={rb:.5f} ohm,")
    print(f"   Rs solved {found:.6f}, expected {expected:.6f} ohm/sq")
print(f"Equal gaps: 2piR_A/Rs={equal_a:.4f}, 2piR_B/Rs={equal_b:.4f}")
eq_s = sensitivities(equal_a, equal_b, 2*np.pi)
print(f"Equal gaps: S_A={eq_s[0]:.3f}, S_B={eq_s[1]:.3f}")
print("TITANIUM FILM EXAMPLE")
print(f"Film thickness {thickness_nm:.0f} nm")
print(f"Resistivity (rough) {resistivity_uohm_cm:.0f} uohm cm")
print(f"Input sheet resistance {rs_true:.3f} ohm/sq")
print(f"Current {current*1e3:.0f} mA")
for number, row in enumerate(example, 1):
    pos, va, vb, ra, rb, dual, single, sa, sb = row
    print(f"Touchdown {number}: gaps {np.round(np.diff(pos), 2)} mm")
    print(f"  V_A={va:.3f} mV, V_B={vb:.3f} mV")
    print(f"  R_A={ra:.4f} ohm, R_B={rb:.4f} ohm, R_C={ra-rb:.4f} ohm")
    print(f"  exp(2piR_A/Rs)={np.exp(2*np.pi*ra/dual):.4f}, "
          f"exp(2piR_B/Rs)={np.exp(2*np.pi*rb/dual):.4f}")
    ends = sorted((2*np.pi*ra/np.log(2), 2*np.pi*(ra - rb)/np.log(2)))
    print(f"  root bracket {ends[0]:.3f} to {ends[1]:.3f} ohm/sq")
    print(f"  Rs dual {dual:.3f} ohm/sq")
    print(f"  Rs equal-gap formula {single:.3f} ohm/sq "
          f"({100*(single/rs_true - 1):+.1f} %)")
    print(f"  S_A={sa:.3f}, S_B={sb:.3f}")
print("NEGLECTED EFFECTS, touchdown 1 (relative change of dual Rs)")
print(f"Sideways zigzag of +-20 um: {100*error_side:+.4f} %")
print(f"Tip radius {tip_radius*1e3:.0f} um: {100*error_tip:+.4f} %")
print(f"Wafer radius {WAFER_RADIUS:.0f} mm, chord 40 mm from centre:")
print(f"  R_A alone {100*error_wafer_a:+.4f} %, "
      f"dual Rs {100*error_wafer:+.5f} %")
print(f"Straight edge at 20 mm: {100*edge_20:+.2e} %")
print(f"Straight edge at 40 mm: {100*edge_40:+.2e} %")
print(f"Thickness: pi*gap/thickness = {decay_exponent:.2e}")
print(f"Voltmeter 1 uV, worst signs: {100*error_meter:.4f} %")
print(f"1 K common drift (rough 0.002/K): {100*temp_coeff:.2f} %")
print(f"1 K drift before reading B only: {100*s_b*temp_coeff:+.2f} %")
print(f"Heating at a tip (rough, 10 ohm contact): {heating:.2f} K")
print(f"Oxide 100 nm, rough 1e14 ohm cm: leak length {leak_length:.0f} m")
print("all tests passed")
```

It prints:

```
GRID TEST (bond conductances in S, positions in grid steps x 8)
gx=1.0, gy=1.0, sites (0, 20, 45, 60): R_B=0.25615 ohm,
   Rs solved 1.000005, expected 1.000000 ohm/sq
gx=1.0, gy=1.0, sites (0, 25, 30, 60): R_B=-0.14584 ohm,
   Rs solved 1.000025, expected 1.000000 ohm/sq
gx=1.0, gy=0.5, sites (0, 20, 45, 60): R_B=0.36225 ohm,
   Rs solved 1.414230, expected 1.414214 ohm/sq
gx=1.0, gy=0.5, sites (0, 25, 30, 60): R_B=-0.20627 ohm,
   Rs solved 1.414302, expected 1.414214 ohm/sq
Equal gaps: 2piR_A/Rs=1.3863, 2piR_B/Rs=1.0986
Equal gaps: S_A=2.465, S_B=-1.465
TITANIUM FILM EXAMPLE
Film thickness 50 nm
Resistivity (rough) 60 uohm cm
Input sheet resistance 12.000 ohm/sq
Current 10 mA
Touchdown 1: gaps [1.06 0.91 1.08] mm
  V_A=23.509 mV, V_B=16.914 mV
  R_A=2.3509 ohm, R_B=1.6914 ohm, R_C=0.6595 ohm
  exp(2piR_A/Rs)=3.4245, exp(2piR_B/Rs)=2.4245
  root bracket 5.978 to 21.310 ohm/sq
  Rs dual 12.000 ohm/sq
  Rs equal-gap formula 10.655 ohm/sq (-11.2 %)
  S_A=2.038, S_B=-1.038
Touchdown 2: gaps [0.94 1.09 0.92] mm
  V_A=29.630 mV, V_B=25.081 mV
  R_A=2.9630 ohm, R_B=2.5081 ohm, R_C=0.4549 ohm
  exp(2piR_A/Rs)=4.7182, exp(2piR_B/Rs)=3.7182
  root bracket 4.124 to 26.859 ohm/sq
  Rs dual 12.000 ohm/sq
  Rs equal-gap formula 13.429 ohm/sq (+11.9 %)
  S_A=3.004, S_B=-2.004
NEGLECTED EFFECTS, touchdown 1 (relative change of dual Rs)
Sideways zigzag of +-20 um: -0.1908 %
Tip radius 25 um: -0.1927 %
Wafer radius 50 mm, chord 40 mm from centre:
  R_A alone +0.6925 %, dual Rs +0.00630 %
Straight edge at 20 mm: +4.09e-04 %
Straight edge at 40 mm: +2.57e-05 %
Thickness: pi*gap/thickness = 5.72e+04
Voltmeter 1 uV, worst signs: 0.0148 %
1 K common drift (rough 0.002/K): 0.20 %
1 K drift before reading B only: -0.21 %
Heating at a tip (rough, 10 ohm contact): 0.17 K
Oxide 100 nm, rough 1e14 ohm cm: leak length 91 m
all tests passed
```
